# Barrett's Formula and the Suppression of Ferroelectric Order by Zero-Point Motion

Take a dielectric whose susceptibility on cooling follows the Curie–Weiss law $\chi=C/(T-T_0)$, with $C=80000$ K and $T_0=35$ K. Extrapolated, the law predicts a divergence at 35 K and a ferroelectric below it. Such a crystal may nevertheless stay paraelectric down to absolute zero, with a large but finite susceptibility. The extrapolation assumes that fluctuations vanish in proportion to $T$. Quantum fluctuations do not, and what remains of them can hold the lattice in its symmetric state.

## 1. Harmonic sites coupled in mean field

Let each cell $l$ carry one polar displacement $u_l$, with mass $m$ and charge $q$; there are $n$ cells per unit volume. The Hamiltonian is

$$
H=\sum_l\left[\frac{p_l^2}{2m}+\frac a2u_l^2+\frac b4u_l^4-qEu_l\right]-\frac12\sum_{l\ne l'}v_{ll'}u_lu_{l'},\qquad b\ge0 .
$$

Here $E$ is the macroscopic field, so the dipolar forces at fixed $E$ belong to $v_{ll'}$. The polarizability of the electronic background is left out.

Write $u_l=\bar u+\delta_l$, where $\bar u$ is the thermal mean, the same on all sites. Then

$$
u_lu_{l'}=\bar u(u_l+u_{l'})-\bar u^2+\delta_l\delta_{l'} .
$$

Mean field drops $\delta_l\delta_{l'}$, the correlated fluctuations of different sites. With $J=\sum_{l'}v_{ll'}$, the coupling becomes $-J\bar u\sum_lu_l$ plus a constant $J\bar u^2/2$ per site. Each site is now independent and feels the force

$$
f=qE+J\bar u .
$$

Let $\chi_s=d\bar u/df$ be the isothermal response of one site at $f=0$. For a small field, $\bar u=\chi_s(qE+J\bar u)$, so $\bar u(1/\chi_s-J)=qE$. The polarization is $P=nq\bar u=\varepsilon_0\chi E$, and therefore

$$
\chi=\frac{nq^2}{\varepsilon_0}\,\frac{1}{1/\chi_s-J}. \tag{1}
$$

Test this on $b=0$. Completing the square, $au^2/2-fu=\frac a2(u-f/a)^2-f^2/2a$, shows that the force merely moves the centre of the oscillator to $f/a$. Hence $1/\chi_s=a$ and

$$
\chi=\frac{nq^2}{\varepsilon_0(a-J)} .
$$

Neither $T$ nor $\hbar$ appears. For $J<a$ the lattice is stable at every temperature; for $J>a$ the symmetric state is unstable at every temperature and nothing limits the displacement. In this model the quartic term must therefore supply both the temperature dependence and any effect of zero-point motion.

## 2. One anharmonic site

For $b>0$, choose a reference oscillator of stiffness $K=m\Omega^2$, to be fixed later, and split the site Hamiltonian:

$$
H_s=\left[\frac{p^2}{2m}+\frac K2u^2-fu\right]+V,\qquad V=\frac{a-K}{2}u^2+\frac b4u^4 .
$$

The free energy of $H_0+\lambda V$ is $F(\lambda)=-kT\ln\mathrm{Tr}\,e^{-(H_0+\lambda V)/kT}$. Since the trace is cyclic, $dF/d\lambda=\langle V\rangle_\lambda$. To first order in $V$, then, $F=F_0+\langle V\rangle_0$.

Put $u=x+f/K$. The reference part becomes an oscillator in $x$ with the constant $-f^2/2K$. By parity $\langle x\rangle_0=\langle x^3\rangle_0=0$. With $S=\langle x^2\rangle_0$,

$$
\langle u^2\rangle_0=S+\frac{f^2}{K^2},\qquad
\langle u^4\rangle_0=\langle x^4\rangle_0+\frac{6Sf^2}{K^2}+\frac{f^4}{K^4}.
$$

Collecting the terms that depend on $f$,

$$
F(f)=\text{const}-\frac{f^2}{2K}+\frac{a-K}{2}\frac{f^2}{K^2}+\frac{3bS}{2}\frac{f^2}{K^2}+\frac b4\frac{f^4}{K^4}.
$$

Because $f$ enters the Hamiltonian as $-fu$, the mean displacement is $\bar u=-dF/df$:

$$
\bar u=\frac fK-\frac{(a-K+3bS)f}{K^2}-\frac{bf^3}{K^4}.
$$

Multiply by $K$ and solve for the first $f$. In the terms that are already of first order, $f$ may be replaced by $K\bar u$, since the difference is of second order:

$$
f=K\bar u+(a-K+3bS)\bar u+b\bar u^3=(a+3bS)\bar u+b\bar u^3. \tag{2}
$$

The linear coefficient gives

$$
\frac1{\chi_s}=a+3bS. \tag{3}
$$

The factor 3 is the six pairings in $\langle u^4\rangle$, times the prefactor $1/4$, times the 2 from differentiating $f^2$. Physically, the curvature of the site potential is $a+3bu^2$, and its mean over the fluctuations is $a+3bS$ at $f=0$. A site that fluctuates in a hardening potential spends time where the curvature is larger, and so responds more stiffly. For $b=0$ the result returns to $1/\chi_s=a$.

## 3. Classical fluctuations: the Curie–Weiss law

Classical equipartition gives $KS/2=kT/2$, so $S=kT/K$. Equation (3) becomes $1/\chi_s-J=a-J+3bkT/K$. Taking out the factor $3bk/K$,

$$
\frac1{\chi_s}-J=\frac{3bk}{K}(T-T_0),\qquad T_0=\frac{(J-a)K}{3bk}. \tag{4}
$$

With (1) this is the Curie–Weiss law. If $J>a$, then $T_0>0$: the coupling overcomes the bare stiffness, thermal motion restores stability above $T_0$, and the classical lattice orders below it.

The linear law cannot continue to arbitrarily high temperature. The classical response is $\chi_s=\langle u^2\rangle/kT$, obtained by differentiating the Boltzmann average of $u$ with respect to $f$. When the quartic term dominates, substitute $u=(kT/b)^{1/4}s$. The exponent becomes $-s^4/4$, free of $T$, so $\langle u^2\rangle\propto\sqrt{kT/b}$ and $1/\chi_s\propto\sqrt{bkT}$. The stiffness then grows as $\sqrt T$, more slowly than (4) says. First-order theory must stop before that regime.

## 4. Quantum fluctuations: Barrett's formula

For the quantum oscillator, $x=\sqrt{\hbar/2m\Omega}\,(c+c^\dagger)$ with ladder operators $c,c^\dagger$. In level $N$ only $cc^\dagger$ and $c^\dagger c$ have diagonal elements, so $\langle N|x^2|N\rangle=(\hbar/2m\Omega)(2N+1)$. The thermal mean of $N$ is $1/(e^\theta-1)$ with $\theta=\hbar\Omega/kT$, and

$$
\frac{2}{e^\theta-1}+1=\frac{e^\theta+1}{e^\theta-1}=\coth\frac\theta2 .
$$

Define $T_1$ by $kT_1=\hbar\Omega$. Since $\hbar/2m\Omega=\hbar\Omega/2K=kT_1/2K$,

$$
S(T)=\frac kK\,\frac{T_1}{2}\coth\frac{T_1}{2T}. \tag{5}
$$

Compared with the classical case, $T$ has been replaced by $(T_1/2)\coth(T_1/2T)$. This effective temperature tends to $T$ when $T\gg T_1$, but to $T_1/2$ when $T\to0$.

Now fix $K$. A good reference is one whose first-order stiffness correction, $a-K+3bS$, vanishes at $T=0$:

$$
K=a+3bS(0)=a+\frac{3b\hbar}{2m\Omega}. \tag{6}
$$

Since $\Omega=\sqrt{K/m}$, the right side falls as $K$ grows while the left side rises, so there is one positive solution. It is held fixed at all temperatures. Inserting (5) into (3) and then into (1) gives

$$
\boxed{\chi(T)=\frac{C}{\dfrac{T_1}{2}\coth\dfrac{T_1}{2T}-T_0}},\qquad C=\frac{nq^2K}{3bk\varepsilon_0}, \tag{7}
$$

with $T_0$ from (4). The temperature $T_1$ measures the quantum of the uncoupled site. It is not the frequency of the lattice's soft mode, whose stiffness $1/\chi_s-J$ becomes small near the instability.

The anharmonicity is measured by

$$
g=\frac{3bS(0)}{K}=\frac{K-a}{K}.
$$

Relative to $K$, the first-order stiffness changes on heating by

$$
\frac{a+3bS(T)-K}{K}=g\left[\coth\frac{T_1}{2T}-1\right].
$$

Both $g$ and this quantity must be small if a reference with fixed $K$ is to serve.

As a test, the quartic site was diagonalized numerically and its $1/\chi_s$ compared with (3). When $g$ was doubled from 0.005 to 0.01, the error grew by a factor 3.97 at $T=0$ and 3.93 at $T=T_1/2$. A second-order error would grow by 4 in the limit of small $g$, so (3) is complete to first order.

Two limits show the shape of (7). For small $y$, $\coth y\approx1/y+y/3$, so with $y=T_1/2T$ the denominator is

$$
T-T_0+\frac{T_1^2}{12T}\qquad(T\gg T_1).
$$

The Curie–Weiss law returns, provided that $g[\coth(T_1/2T)-1]$ is still small. At low temperature $\coth y\approx1+2e^{-2y}$, and the denominator is

$$
\frac{T_1}{2}-T_0+T_1e^{-T_1/T}\qquad(T\ll T_1).
$$

The approach to the plateau is exponential because the site must be excited across a finite quantum. This is a property of independent sites. In a coupled lattice near the instability the soft mode has a much smaller quantum than $kT_1$, so the susceptibility begins to leave its plateau at a lower temperature than (7) says.

## 5. When does the lattice order?

Set $E=0$ in $f=qE+J\bar u$ and use (2):

$$
\kappa\bar u+b\bar u^3=0,\qquad \kappa=\frac1{\chi_s}-J=\frac{3bk}{K}\left[\frac{T_1}{2}\coth\frac{T_1}{2T}-T_0\right].
$$

A nonzero solution, $\bar u^2=-\kappa/b$, exists only if $\kappa<0$. The left side is the derivative of the energy function $\kappa\bar u^2/2+b\bar u^4/4$. For $\kappa<0$ the symmetric point is its maximum and the ordered points are its minima. The displacement grows continuously from zero as $\kappa$ changes sign.

The bracket increases with $T$ and is smallest at $T=0$. To first order in mean field, therefore:

$$
\boxed{\frac{T_1}{2}>T_0>0:\ \text{the classical lattice orders, the quantum lattice does not.}}
$$

At equality the lattice is critical at $T=0$. In terms of the forces, $T_0<T_1/2$ means $J-a<3bS(0)=K-a$, or simply $J<K$. Zero-point suppression thus occupies the window

$$
a<J<K=a+\frac{3b\hbar}{2m\Omega}.
$$

The coupling is strong enough to destabilize a particle at rest at $u=0$, but not one with zero-point spread.

If $T_0>T_1/2$, order sets in where $\coth(T_1/2T_c)=2T_0/T_1$. Inverting,

$$
T_c=\frac{T_1/2}{\operatorname{artanh}(T_1/2T_0)} .
$$

For $T_1\ll T_0$, $\operatorname{artanh}z\approx z$ and $T_c\to T_0$, the classical value. With $T_1=80$ K and $T_0=50$ K, $T_c=40/\operatorname{artanh}(0.8)=36.4$ K: quantum motion lowers the transition by 13.6 K without removing it. Diagonalization at $g=0.005$ gives 36.7 K. These numbers hold for weak anharmonicity only: at the $g\approx0.43$ of Section 6, with $J$ set from the same $T_0=50$ K, the full single-site model orders near 53 K.

Does quantum motion really cause the suppression? Keep the potential and the coupling fixed at $T_1=80$ K, $T_0=35$ K and $g=0.005$, and replace the quantum averages by classical ones. The lattice then orders at 35.1 K. The quantum lattice with the same forces has a positive denominator, 4.96 K, at $T=0$.

The mass offers a second control. At fixed $a$, $b$ and $J$, and to leading order in $g$, $T_0$ is unchanged while $T_1\propto m^{-1/2}$. Multiplying the mass by $\mu$ restores order when $T_1/(2\sqrt\mu)<T_0$, that is, when

$$
\mu>\left(\frac{T_1}{2T_0}\right)^2=\left(\frac{40}{35}\right)^2=1.306 .
$$

Diagonalization at $g=0.005$ gives a threshold of 1.304. For the stronger anharmonicity of Section 6, $g\approx0.43$, the threshold falls to 1.20.

When $g$ is not small, (1) still holds in mean field, and the symmetric state is stable at $T=0$ if $J\chi_s(0)<1$, with the full single-site response. The condition $T_1/2>T_0$ is its leading-order form.

## 6. Numbers in the regime of strontium titanate

Take the rough, rounded values $T_1=80$ K, $T_0=35$ K and $C=80000$ K, with a cubic cell of edge 0.39 nm, a mode mass of 20 u and a mode charge of $8e$. The margin is $T_1/2-T_0=5$ K, so (7) predicts no order. At zero temperature $\chi=80000/5=16000$. At 50 K,

$$
\chi=\frac{80000}{40\coth(0.8)-35}=\frac{80000}{25.24}=3170 .
$$

The microscopic constants follow by inversion. The site quantum is $kT_1=6.89$ meV and $K=m\Omega^2=22.74$ eV/nm². The zero-point spread is

$$
\sqrt{S(0)}=\sqrt{\frac{0.00689}{2\times22.74}}\ \text{nm}=0.0123\ \text{nm}.
$$

From $C$, $b=nq^2K/(3k\varepsilon_0C)=21465$ eV/nm⁴. Hence

$$
g=\frac{3\times21465\times(0.0123)^2}{22.74}\approx0.43,
$$

and $a=(1-g)K=12.98$ eV/nm². Finally $J=a+(K-a)T_0/(T_1/2)=12.98+9.76\times35/40=21.52$ eV/nm². This lies between $a$ and $K$, inside the window of suppression, but $g$ is not small.

To see what that costs, compare the denominator of (7) with $(1/\chi_s-J)K/(3bk)$ from diagonalization, at fixed $T_1$ and $T_0$. All denominators are in kelvin.

| $T$ (K) | Barrett | $g=0.005$ | $g=0.43$ |
|---:|---:|---:|---:|
| 0 | 5.00 | 4.96 | 2.71 |
| 20 | 6.49 | 6.43 | 3.64 |
| 50 | 25.24 | 24.90 | 13.67 |
| 100 | 70.28 | 68.70 | 32.83 |
| 300 | 266.78 | 251.58 | 89.34 |

For weak anharmonicity the formula follows its own model closely up to 100 K and lies 6% above the diagonalized denominator at 300 K. For the example's own constants, the model still remains paraelectric at $T=0$, but the denominator there is 2.71 K instead of 5 K. The susceptibility becomes $80000/2.71\approx29500$, nearly twice Barrett's value. At 300 K the denominator is a third of Barrett's, so the susceptibility is about 900 instead of 300. Constants obtained by inverting the first-order formula therefore do not reproduce, in the full model, the Curie–Weiss law they were taken from. The shortfall at high temperature has the direction of the $\sqrt T$ law in Section 3. The measure $g[\coth(T_1/2T)-1]$ already reaches 0.1 at 35 K.

Mean field itself has a cost. To estimate it, let the sites form a simple cubic lattice with nearest-neighbour coupling, so that a wave of wavevector $\mathbf k$ has stiffness $K-J\gamma_{\mathbf k}$, where $\gamma_{\mathbf k}$ is the mean of the three cosines $\cos k_i$ ($k_i$ in units of the inverse cell edge). At $T=0$ each wave contributes a spread proportional to the inverse square root of its stiffness. Relative to an isolated site, $S(0)$ is multiplied by

$$
R=\left\langle\frac1{\sqrt{1-(J/K)\gamma_{\mathbf k}}}\right\rangle_{\mathbf k}.
$$

The mean of $\gamma_{\mathbf k}$ is zero and the function averaged is convex, so $R>1$: correlations increase the fluctuations and oppose order. By (3) the denominator shifts by $(T_1/2)(R-1)=+3.5$ K. The shift does not disappear at weak anharmonicity: at $g=0.005$, where $J/K$ is close to 1, it is about $+4.6$ K, so small $g$ alone does not make (7) accurate for a lattice. This is an estimate. Letting the site stiffness readjust self-consistently to the larger spread lowers the shift to about $+2.6$ K, and real dipolar forces are neither short-ranged nor isotropic.

The two neglected effects, $-2.3$ K and $+3.5$ K, have opposite signs, and each is comparable with the 5 K margin. They were computed separately, so their sum should not be read as a corrected margin.

The response is also linear only in small fields. Adding the field to the equation of Section 5 gives $qE=\kappa\bar u+b\bar u^3$. At $T=0$, $\kappa=(K-a)\times5/40=1.22$ eV/nm². The cubic force is a tenth of the linear one when $\bar u=\sqrt{0.1\kappa/b}=0.0024$ nm, and then

$$
E=\frac{1.1\,\kappa\bar u}{q}=4.0\ \text{kV/cm}.
$$

So close to the instability, a modest field already stiffens the lattice. The ratio $qE/\bar u$ has risen by 10%, but the differential stiffness $q\,dE/d\bar u=\kappa+3b\bar u^2$, which sets the small-signal permittivity, has risen by 30%. The value 4.0 kV/cm is first-order too. With the full single-site response at $g\approx0.43$, the same 10% rise of $qE/\bar u$ is reached at about 2.0 kV/cm, half the field.

Set beside the real crystal, the model has the right broad outline: strontium titanate stays paraelectric on cooling, and its low-temperature permittivity levels off at a value of order $10^4$. The chosen $T_1$, $T_0$ and $C$ have the size of constants fitted to such data. The value $g\approx0.43$ is the warning. At fixed $T_1$, $C$ and mass, $b$ and hence $g$ grow as $q^2$, and with $q=8e$ those constants cannot be read literally as the quantum, coupling and quartic force of one isolated site. They are effective parameters. Replacing the weak-anharmonicity approximation by the full single-site response at $g\approx0.43$ moves the model's $\chi(0)$ from 16000 to about 29500, while the correlation estimate alone, without readjusting $K$, moves it to $80000/8.5\approx9400$. The three components of the polar mode, its coupling to strain and the rotations of the oxygen octahedra are also missing, and their effects have not been sized here. The mechanism of suppression survives the single-site test at the example's full anharmonicity, where the classical lattice with the same forces orders at 39 K and the quantum lattice does not; a prediction that rests on a 5 K margin needs a theory that treats anharmonicity and correlations together. The remaining values are listed in the numerical output.

## Table of computed values

```
Input T1, T0, C: 80 K, 35 K, 80000 K
Input cell edge: 0.39 nm
Input mode mass, charge: 20 u, 8 e
T1/2: 40.0 K; margin T1/2 - T0: 5.0 K
On-site quantum hbar*Omega: 6.89 meV
Reference stiffness K: 22.74 eV/nm^2
Bare stiffness a: 12.98 eV/nm^2
Coupling J: 21.52 eV/nm^2
Quartic constant b: 21465 eV/nm^4
Zero-point rms displacement: 1.231e-11 m = 0.0123 nm
Anharmonicity g of the example: 0.429
Anharmonicity g of the weak case: 0.005
T (K) | chi Barrett | denominators (K): Barrett, exact weak, exact example
    0 |    16000 |     5.00     4.96     2.71
   10 |    15915 |     5.03     4.98     2.73
   20 |    12322 |     6.49     6.43     3.64
   35 |     5691 |    14.06    13.91     7.94
   50 |     3170 |    25.24    24.90    13.67
  100 |     1138 |    70.28    68.70    32.83
  300 |      300 |   266.78   251.58    89.34
Error ratio on doubling g, T=0: 3.966
Error ratio on doubling g, T=T1/2: 3.929
Classical ordering temperature, weak case: 35.08 K
Comparison case T0: 50 K
  Tc from formula: 36.41 K
  Tc from diagonalization, weak case: 36.65 K
Critical mass factor, formula: 1.306
Critical mass factor, diagonalization: 1.304
Field where cubic force is 10% of linear, T=0: 4.00 kV/cm
  displacement at that field: 0.00238 nm
Neglected effects at T=0, as shifts of the denominator:
  higher-order anharmonicity: -2.29 K
  intersite correlations (estimate): +3.49 K
Temperature where g*(coth-1) = 0.1: 35.4 K
```
